# Nuclear Demagnetization of Copper: Final Temperature and Entropy Removed

## Problem

Copper metal is held at $T_i=10$ mK in a field $B_i=8$ T until its nuclear spins are in equilibrium. It is then thermally isolated, and the field is lowered slowly to zero. The coupling between the nuclei is described by an internal field $b=0.35$ mT.

(a) What temperature do the nuclear spins reach?

(b) How much entropy per mole was removed from them when the field was raised from zero to 8 T at a constant 10 mK?

Both stable isotopes have spin $I=3/2$. Take moments of 2.23 and 2.38 nuclear magnetons $\mu_N$ for $^{63}$Cu and $^{65}$Cu, with abundances 0.69 and 0.31.

## A tempting solution

A nucleus with $g$ factor $g$ (its moment in nuclear magnetons divided by $I$) has the energies

$$E_m=-g\mu_N B\,m,\qquad m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32 .$$

Its populations are proportional to $e^{-E_m/k_BT}$, so they depend on field and temperature through $B/T$ alone, and so does the entropy. At constant entropy $B/T$ is constant, and

$$T_f=T_i\,\frac{B_f}{B_i}=0\quad\text{for } B_f=0 .$$

At absolute zero the spins have no entropy. Demagnetization removes none, so the magnetization at 10 mK must have removed all of it: $R\ln 4=11.5$ J/(mol K).

## Where it fails

The second answer contradicts the argument that produced the first. If $B/T$ is constant, the populations do not change during demagnetization. Spins that are largely disordered at 8 T and 10 mK are just as disordered at the end, so the entropy removed has to be computed from the initial state.

The fault behind $T_f=0$ is the energy expression. It omits the coupling between nuclei, which is harmless at 8 T but is all that remains at zero field. Without it the four levels coincide at $B=0$, and no energy scale is left to give the populations a temperature. With it the entropy no longer depends on $B/T$ alone.

## Entropy removed at 8 T and 10 mK

Here the coupling may be neglected. Define

$$x=\frac{g\mu_NB}{k_BT},\qquad Z=\sum_m e^{mx},\qquad p_m=\frac{e^{mx}}{Z}.$$

Since $\ln p_m=mx-\ln Z$, the molar entropy is

$$\frac SR=-\sum_m p_m\ln p_m=\ln Z-x\sum_m m\,p_m=\ln Z-x\frac{d\ln Z}{dx}.$$

At $B=0$ it equals $\ln4$. The entropy removed, summed over isotopes $k$ with abundances $f_k$, is therefore

$$\frac{\Delta S}{R}=\sum_k f_k\left[\ln4-\ln Z(x_k)+x_k\frac{d\ln Z}{dx}\Big|_{x_k}\right].$$

For small $x$ we need the averages over the four equally weighted levels, $\overline{m^2}=5/4$ and $\overline{m^4}=41/16$. Odd powers average to zero, so

$$\ln\frac Z4=\frac{x^2}{2}\,\overline{m^2}+\frac{x^4}{24}\left(\overline{m^4}-3\,\overline{m^2}^{\,2}\right)+\dots=\frac58x^2-\frac{17}{192}x^4+\dots$$

Multiplying the derivative by $x$ gives $\frac54x^2-\frac{17}{48}x^4$. Subtracting $\ln(Z/4)$ leaves

$$\ln4-\frac SR=\frac58x^2-\frac{17}{64}x^4+\dots$$

The $g$ factors are $2.23/1.5=1.487$ and $2.38/1.5=1.587$. With $\mu_N/k_B=0.3658$ mK/T,

$$x_{63}=\frac{1.487\times0.3658\times8}{10}=0.435,\qquad x_{65}=0.464 .$$

The first term of the series gives

$$\frac58\left(0.69\times0.435^2+0.31\times0.464^2\right)=0.123,$$

or 1.03 J/(mol K). The second term lowers this to 0.940 J/(mol K). The full four-level sum gives

$$\Delta S=0.1138\,R=0.946\ \text{J/(mol K)}.$$

The leading term is thus 8.4% above the full sum. Integrating the Maxwell relation,

$$\Delta S=-\int_0^{B_i}\left(\frac{\partial M}{\partial T}\right)_B dB,$$

with the molar magnetic moment $M$ of the same independent spins, gives the same 0.946 J/(mol K).

This is 8.2% of $R\ln4$, so about 92% of the spin entropy is still present when demagnetization begins. Since the removal takes place at constant temperature, the refrigerator must absorb the heat

$$Q=T_i\,\Delta S=9.46\ \text{mJ/mol}.$$

The internal field also orders the spins slightly before the magnet is switched on, but at 10 mK this lowers the starting entropy by only about $2\times10^{-10}R$.

## Entropy with interacting spins

For $N$ nuclei write

$$H=-BM_z+H_{\rm int},\qquad M_z=\sum_i g_i\mu_N I_i^z .$$

Let $D=4^N$ be the number of states and $\beta=1/k_BT$. The coupling is a sum of products $I_i^aI_j^c$ with $i\ne j$, as for dipolar and exchange interactions. Every spin component has zero trace, so $\mathrm{Tr}\,H=0$. Expanding the exponential gives

$$\ln\mathrm{Tr}\,e^{-\beta H}=\ln D+\frac{\beta^2}{2D}\mathrm{Tr}\,H^2+O(\beta^3).$$

The mean energy is minus the $\beta$ derivative, $U=-\beta\,\mathrm{Tr}\,H^2/D$. Hence, to this order,

$$\frac{S}{k_B}=\ln\mathrm{Tr}\,e^{-\beta H}+\beta U=\ln D-\frac{\mathrm{Tr}\,H^2}{2D\,k_B^2T^2}.$$

The expansion requires the energy per spin, not the total energy, to be small compared with $k_BT$.

Next, square the Hamiltonian:

$$\mathrm{Tr}\,H^2=B^2\,\mathrm{Tr}\,M_z^2-2B\,\mathrm{Tr}(M_zH_{\rm int})+\mathrm{Tr}\,H_{\rm int}^2 .$$

The middle term vanishes. A single $I_k^z$ can pair with at most one of the two spins in $I_i^aI_j^c$, and the other spin contributes a factor of zero. With the definition

$$b^2=\frac{\mathrm{Tr}\,H_{\rm int}^2}{\mathrm{Tr}\,M_z^2},$$

the entropy becomes

$$\frac S{k_B}=\ln D-\frac{\mathrm{Tr}\,M_z^2}{2Dk_B^2}\,\frac{B^2+b^2}{T^2}.$$

So $b$ measures the strength of the coupling in field units. It is not a static field to be added to $B$ as a vector; the squares add because the cross term is zero.

## The final temperature

If the field is lowered reversibly and the spins remain in equilibrium with one another, $S$ is constant. Then $(B^2+b^2)/T^2$ is constant to leading order, and

$$T_f=T_i\sqrt{\frac{B_f^2+b^2}{B_i^2+b^2}} .$$

For $B_f=0$ and $b\ll B_i$,

$$T_f\simeq T_i\frac b{B_i}=10\ \text{mK}\times\frac{0.35\times10^{-3}}{8}=0.44\ \mu\text{K}\quad(4.4\times10^{-7}\ \text{K}).$$

The cooling factor is about 23,000, and it is finite because $b$ is not zero.

Two other final fields show when the simple rule can be used:

- **$B_f=10$ mT.** The formula gives $12.5\ \mu$K, the same to three digits as $T_iB_f/B_i$. Far above $b$ the rule $B/T=$ constant is good, although the coupling can still shift the temperature by a relative amount of the order of the coupling energy divided by $k_BT_f$, here one or two percent. Exchange contributes to this shift, and so does the dipolar field of the polarized spins, whose size and sign depend on the shape of the sample (it cancels for a sphere). The rule does not depend on small $x$, because the complete entropy function of independent spins has the same argument at both ends.
- **$B_f=b$.** To leading order the temperature is $\sqrt2$ times the zero-field value, about $0.62\ \mu$K, whereas the simple rule gives $0.44\ \mu$K.

## Is 0.35 mT reasonable?

The dipolar part of $b$ can be calculated. For two nuclei a distance $r$ apart along the unit vector $\mathbf n$,

$$H_{ij}=\frac{\mu_0}{4\pi}\frac{g_ig_j\mu_N^2}{r^3}\sum_{a,c}A_{ac}I_i^aI_j^c,\qquad A_{ac}=\delta_{ac}-3n_an_c .$$

In the trace of $H_{\rm int}^2$, products of different pairs vanish. For each pair, $\mathrm{Tr}(I^aI^c)$ divided by the number of states of one spin is $\delta_{ac}I(I+1)/3$. The matrix $A$ has eigenvalues $1,1,-2$, so $\sum_{a,c} A_{ac}^2=6$. Counting each pair once gives a factor $N/2$. For randomly placed isotopes,

$$\frac{\mathrm{Tr}\,H_{\rm int}^2}{D}=\frac N2\,6\left(\frac{\mu_0}{4\pi}\right)^2\langle g^2\rangle^2\mu_N^4\left[\frac{I(I+1)}3\right]^2\sum_j\frac1{r_j^6},$$

$$\frac{\mathrm{Tr}\,M_z^2}{D}=N\langle g^2\rangle\mu_N^2\,\frac{I(I+1)}3 .$$

Dividing the first by the second gives

$$b_{\rm dip}^2=\left(\frac{\mu_0}{4\pi}\right)^2\mu_N^2\langle g^2\rangle\,I(I+1)\sum_j\frac1{r_j^6}.$$

Copper is face-centred cubic with nearest-neighbour distance $d=0.2556$ nm, for which $\sum_j(d/r_j)^6=14.45$. With $\sqrt{\langle g^2\rangle}=1.518$ the result is $b_{\rm dip}=0.338$ mT, close to the given value. This $d$ is the room-temperature distance; the contraction of about 0.3% on cooling raises $b_{\rm dip}$ by about 1%, to 0.341 mT. This estimate leaves out the indirect exchange carried by the conduction electrons.

## How far to trust 0.44 µK

The energy scale of the coupling is $\sqrt{\langle g^2\rangle}\,\mu_Nb/k_B=0.194\ \mu$K. Divided by $T_f$ it gives $0.194/0.4375=0.44$, equal to the root-mean-square initial $x$. The expansion parameter is therefore no smaller at the end than at the start, and the next term deserves a look.

At zero field let $M_n=\mathrm{Tr}\,H_{\rm int}^n/D$. Including the third moment,

$$\ln\mathrm{Tr}\,e^{-\beta H}=\ln D+\frac{\beta^2M_2}2-\frac{\beta^3M_3}6,\qquad U=-\beta M_2+\frac{\beta^2M_3}2,$$

so that

$$\ln D-\frac S{k_B}=\frac{\beta^2M_2}2-\frac{\beta^3M_3}3=\frac{\beta^2M_2}{2}\left(1-\frac{2\beta M_3}{3M_2}\right).$$

Let $T_0$ be the leading-order temperature and $\beta_0=1/k_BT_0$. Keeping the left side fixed requires $\beta\simeq\beta_0\,(1+\beta_0M_3/3M_2)$, or

$$T_f\simeq T_0-\frac{M_3}{3k_BM_2}.$$

The correction is a fixed temperature shift, so its relative size falls as $1/T_0$. Independent spins have no third moment. At 8 T the coupling can produce one, but its effect on the entropy, relative to the second-moment term, is at most of the order of the coupling energy divided by $k_BT_i$, about $2\times10^{-5}$ at 10 mK. The initial state therefore adds no comparable shift at this order.

A cluster of four neighbouring copper nuclei (three $^{63}$Cu and one $^{65}$Cu) with dipolar coupling, solved by complete diagonalization, shows this behaviour. Its own internal field is 0.153 mT, smaller than the bulk value because each nucleus has only three neighbours. For demagnetization from 8 T to zero:

| Start | Leading formula | Full result | Difference from formula |
|---|---|---|---|
| 1000 mK | 19.163 µK | 19.129 µK | −0.17% |
| 100 mK | 1.916 µK | 1.883 µK | −1.7% |
| 10 mK | 0.192 µK | 0.155 µK | −19% |

The first two shifts are both $-0.033\ \mu$K, as the third-moment term requires. From 10 mK the shift is $-0.036\ \mu$K, where higher terms also enter and partly cancel: the final state alone would give about $-0.045\ \mu$K, while the higher terms of the initial entropy (the 8.4% found above) raise $T_f$ by about 4%, or $+0.008\ \mu$K.

The cluster is not bulk copper, so its correction cannot simply be transferred. It does show that an error of about 20% is possible at this starting point. The formula's value of $0.44\ \mu$K is best read as a leading-order estimate. A lattice sum for the dipolar third moment of the face-centred cubic crystal gives a shift of about $-0.09\ \mu$K, which would bring it to about $0.35\ \mu$K. The shift is sensitive to the exchange coupling, which the cluster leaves out: a nearest-neighbour exchange just large enough to raise $b$ from 0.338 to 0.35 mT changes the third-order shift to about $-0.13\ \mu$K if it is antiferromagnetic and to about $-0.03\ \mu$K if it is ferromagnetic, and higher orders are not included in these figures. For larger $B_i/T_i$ the expansion becomes worse, and the formula should not be used for final fields near or below $b$.

Finally, $T_f$ is the temperature of the nuclear spins. Conduction electrons and lattice are warmer if heat leaks into them, and that heat in turn warms the nuclei. The field must also change slowly enough for the spins to stay in equilibrium with one another; otherwise entropy can be produced, and the reversible result does not apply. The remaining values are in the numerical output below.

## Calculated quantities

```
Initial field: 8.0 T
Initial temperature: 10.0 mK
Given internal field b: 0.35 mT
Moments of 63Cu, 65Cu: 2.23, 2.38 mu_N
Abundances of 63Cu, 65Cu: 0.69, 0.31
g factors of 63Cu, 65Cu: 1.4867, 1.5867
Root-mean-square g factor: 1.5184
mu_N/k_B: 0.36583 mK/T
x of 63Cu, 65Cu at start: 0.4351, 0.4644
Full entropy R ln 4: 11.526 J/(mol K)
Entropy removed / R: 0.11383
Entropy removed: 0.9464 J/(mol K)
Same from Maxwell integral: 0.9464 J/(mol K)
Fraction of R ln 4 removed: 8.21 %
Leading-order entropy removed: 1.0261 J/(mol K)
Two-term entropy removed: 0.9397 J/(mol K)
Leading-order excess: 8.4 %
Heat of magnetization: 9.464 mJ/mol
Zero-field deficit / R at 10 mK due to b: 2.36e-10
Final temperature, B_f = 0: 0.4375 microkelvin
Final temperature, B_f = 0: 437.5 nK
Cooling factor T_i/T_f, B_f = 0: 22857
Final temperature, B_f = 10 mT: 12.508 microkelvin
Energy scale g_rms mu_N b/k_B: 0.1944 microkelvin
Lattice constant: 0.3615 nm
Nearest-neighbour distance: 0.2556 nm
fcc sum of (d/r)^6: 14.4539
Dipolar internal field of lattice: 0.3380 mT
Internal field of four-spin cluster: 0.1533 mT
Cluster from 10 mK to B_f = 0: full 0.15521, formula 0.19163 microkelvin, difference -19.002 %
Cluster from 100 mK to B_f = 0: full 1.88285, formula 1.91626 microkelvin, difference -1.744 %
Cluster from 1000 mK to B_f = 0: full 19.12941, formula 19.16258 microkelvin, difference -0.173 %
Cluster from 1000 mK to B_f = b: full 27.0834, formula 27.1000 microkelvin
```
